\section*{Subthreshold swing of a MOS transistor with interface states}

\section{The decision and the result}

Anyone who converts a subthreshold swing into an interface-state density must decide whether the standard capacitance formula is accurate enough as it stands. For the device worked out below, treated classically and with constant mobility, the formula assigns about $1.2\times10^{11}\,\mathrm{cm^{-2}\,eV^{-1}}$ to an interface that has no traps at all. If the densities of interest are of that size, a correction is needed. For larger densities the relative error falls, but at $10^{12}\,\mathrm{cm^{-2}\,eV^{-1}}$ it is still about 14\% in this device, so the choice depends on the accuracy required.

The swing is the change of gate voltage per decade of drain current, $S=dV_G/d(\log_{10}I_D)$. For a long n-channel transistor in weak inversion at small drain bias, the leading-order result is
\begin{equation}
S_0=\ln(10)\,\frac{kT}{q}\left(1+\frac{C_d+C_{it}}{C_{ox}}\right),
\label{eq:S0}
\end{equation}
where $C_d$, $C_{it}$ and $C_{ox}$ are the depletion, interface-state and oxide capacitances per area. With $\beta=q/kT$ and the surface band bending $\psi_s$, the next correction gives
\begin{equation}
S\simeq\frac{S_0}{1-\eta},\qquad \eta=\frac{1}{2(\beta\psi_s-1)} .
\label{eq:S1}
\end{equation}
Equation \eqref{eq:S0} treats the electron sheet charge as a pure exponential of $\psi_s$; the factor $1-\eta$ accounts for its slowly varying prefactor.

\section{Surface-potential balance}

The substrate is p-type with uniform acceptor density $N_A$. Carriers obey Boltzmann statistics, and quantum confinement, gate depletion and gate leakage are neglected. Here $q>0$, and $\psi$ is the potential relative to the neutral bulk, so that positive $\psi$ bends the bands downward. Device units are used because atomic units are unnatural here.

Let $Q_G$, $Q_f$, $Q_{it}$ and $Q_s$ be the charges per area on the gate, fixed at the interface, in the interface states and in the semiconductor. Neutrality of the whole structure requires $Q_G=-(Q_f+Q_{it}+Q_s)$. The applied voltage is the sum of the work-function difference $\Phi_{ms}$ (as a voltage), the oxide drop $Q_G/C_{ox}$ and $\psi_s$. Measuring $V_G$ from the constant $\Phi_{ms}-Q_f/C_{ox}$ leaves
\begin{equation}
V_G=\psi_s-\frac{Q_{it}(\psi_s)+Q_s(\psi_s)}{C_{ox}} .
\label{eq:balance}
\end{equation}
Fixed charge therefore shifts the curve without changing its slope at a given $\psi_s$. Define $C_{it}=-dQ_{it}/d\psi_s$ and $C_s=-dQ_s/d\psi_s$. Differentiation gives
\begin{equation}
\frac{dV_G}{d\psi_s}=1+\frac{C_s+C_{it}}{C_{ox}} .
\label{eq:body}
\end{equation}
The semiconductor and the traps respond to the same $\psi_s$, so their capacitances add. Together they form a voltage divider with the oxide.

\section{Interface-state capacitance}

Let $E$ be a trap energy measured from the intrinsic level at the surface. In the bulk the Fermi level lies $q\phi_B$ below the intrinsic level, with $\phi_B=(kT/q)\ln(N_A/n_i)$. At the surface the intrinsic level is lowered by $q\psi_s$, so the Fermi level stands at $E_F=q(\psi_s-\phi_B)$ on this scale. For traps in equilibrium, the occupancy is
\begin{equation}
f(E)=\frac{1}{1+\exp\{[E-q(\psi_s-\phi_B)]/kT\}} .
\end{equation}
A level degeneracy can be absorbed in a shift of $E$.

Donor-like states are positive when empty and acceptor-like states are negative when filled. With densities $D_d$ and $D_a$ per area and energy, and $D_{it}=D_d+D_a$,
\begin{align}
Q_{it}&=q\int D_d(1-f)\,dE-q\int D_a f\,dE\nonumber\\
&=q\int D_d\,dE-q\int D_{it}f\,dE .
\end{align}
The first term is constant, so the donor or acceptor character does not affect the slope at a given $\psi_s$. Since $df/d\psi_s=\beta f(1-f)$,
\begin{equation}
C_{it}=\frac{q^2}{kT}\int D_{it}(E)\,f(1-f)\,dE .
\label{eq:cit}
\end{equation}
The weight $f(1-f)/kT=-\partial f/\partial E$ has unit area and a width of a few $kT$ around $E_F$. If $D_{it}$ is nearly constant over that width, and $E_F$ is several $kT$ from the band edges, then $C_{it}\simeq q^2D_{it}(E_F)$. When $D_{it}$ is expressed per eV, one factor of $q$ is used up by the conversion from eV to joule, and numerically $C_{it}=qD_{it}$.

Two limits deserve attention. If the sweep is so fast that $Q_{it}$ stays constant, then $C_{it}=0$ in \eqref{eq:body}, although the trapped charge still shifts $V_G$. If instead the traps form a narrow peak of total density $N_t$, the inequality $f(1-f)\le 1/4$ gives
\begin{equation}
C_{it}\le\frac{q^2N_t}{4kT} .
\label{eq:bound}
\end{equation}
The local expression $q^2D_{it}(E_F)$ does not respect this bound, because it grows without limit as the peak narrows.

\section{Depletion capacitance}

Let $x$ be the depth, $\epsilon_s$ the semiconductor permittivity and $n_0=n_i^2/N_A$. Here $N_A$ also denotes the bulk hole density; the ionized acceptor density needed for neutrality is $N_A-n_0$, a negligible difference. The Poisson equation is
\begin{equation}
\frac{d^2\psi}{dx^2}=-\frac{q}{\epsilon_s}\left[N_A(e^{-\beta\psi}-1)-n_0(e^{\beta\psi}-1)\right].
\end{equation}
Multiply by $d\psi/dx$, which makes the left side the derivative of $\tfrac12(d\psi/dx)^2$, and integrate from the bulk, where both $\psi$ and its slope vanish. With the field $F=-d\psi/dx$, $u=\beta\psi$ and $n_0/N_A=e^{-2\beta\phi_B}$,
\begin{equation}
F^2=\frac{2qN_A}{\epsilon_s\beta}\left[u-1+e^{-u}+e^{-2\beta\phi_B}(e^u-1-u)\right].
\label{eq:field}
\end{equation}
At the surface in weak inversion, $e^{-u}$ is negligible and the electron term is small. Gauss's law, $Q_s=-\epsilon_sF(\psi_s)$, then gives
\begin{equation}
|Q_d|=\sqrt{2\epsilon_sqN_A(\psi_s-kT/q)} .
\label{eq:qd}
\end{equation}
Its derivative is
\begin{equation}
C_d=\frac{\epsilon_sqN_A}{|Q_d|}
=\sqrt{\frac{\epsilon_sqN_A}{2(\psi_s-kT/q)}} .
\label{eq:cd}
\end{equation}

To see when electrons may be left out of $C_s$, keep the largest electron term in \eqref{eq:field} and define $r=e^{\beta(\psi_s-2\phi_B)}$. With $u_s=\beta\psi_s$, $|Q_s|$ is proportional to $\sqrt{u_s-1+r}$. Since $dr/du_s=r$,
\begin{equation}
\frac{C_s}{C_d}=\frac{1+r}{\sqrt{1+r/(u_s-1)}} .
\label{eq:electroncap}
\end{equation}
For small $r$ the electrons add a fraction of about $r$ to the depletion capacitance. Replacing $C_s$ by $C_d$ thus requires $\psi_s$ to lie several $kT/q$ below $2\phi_B$.

\section{Electron charge and drain current}

The excess electron charge per area, taken as a positive magnitude, is $Q_n=q\int(n-n_0)\,dx$. Changing variable with $dx=-d\psi/F$ gives
\begin{equation}
Q_n=qn_0\int_0^{\psi_s}\frac{e^{\beta\psi}-1}{F(\psi)}\,d\psi .
\end{equation}
The exponential concentrates the integral within about $kT/q$ of $\psi_s$. There, to leading order in $r$, $F=F_0\sqrt{u-1}$ with $F_0=\sqrt{2qN_A/(\epsilon_s\beta)}$. The region near $u=0$, where this form fails, contributes an amount exponentially smaller than the surface region. Repeated integration by parts yields
\begin{align}
\int^{u_s}\frac{e^u}{\sqrt{u-1}}\,du
&=\frac{e^{u_s}}{\sqrt{u_s-1}}+\frac12\int^{u_s}\frac{e^u}{(u-1)^{3/2}}\,du\nonumber\\
&\simeq\frac{e^{u_s}}{\sqrt{u_s-1}}\left[1+\frac{1}{2(u_s-1)}+\frac{3}{4(u_s-1)^2}\right].
\end{align}
The bracket equals $1+\eta+3\eta^2$. The prefactor follows from $F_0\sqrt{u_s-1}=|Q_d|/\epsilon_s$ and \eqref{eq:cd}:
\begin{equation}
\frac{qn_0}{\beta F_0\sqrt{u_s-1}}
=\frac{n_0}{N_A}\,\frac{\epsilon_sqN_A}{\beta|Q_d|}
=\frac{kT}{q}\,C_d\,e^{-2\beta\phi_B} .
\end{equation}
Therefore
\begin{equation}
Q_n\simeq\frac{kT}{q}\,C_d\,e^{\beta(\psi_s-2\phi_B)}(1+\eta+3\eta^2).
\label{eq:qn}
\end{equation}

Let $z$ run along the channel from source to drain and $V(z)$ be the local electron quasi-Fermi potential relative to the source. With constant mobility $\mu$, width $W$ and length $L$, the current magnitude is $I_D=\mu WQ_n\,dV/dz$. Integrating over the channel gives
\begin{equation}
I_D=\mu\frac{W}{L}\int_0^{V_D}Q_n(V)\,dV\simeq\mu\frac{W}{L}Q_nV_D,
\qquad V_D\ll\frac{kT}{q} .
\label{eq:current}
\end{equation}
The small bias also justifies using one Fermi level for carriers and traps. At fixed $V_D$ and constant $\mu$, the factors $\mu W/L$ and $V_D$ do not enter the logarithmic slope. A field-dependent mobility would enter at the same order as the correction derived below: since $d\ln F(\psi_s)/du_s=\eta$, a law $\mu\propto F^{-p}$ replaces $\eta$ by $(1+p)\eta$ in the first-order slope.

Because $C_d\propto(u_s-1)^{-1/2}$, its logarithmic derivative with respect to $u_s$ is $-\eta$. In addition, $d\eta/du_s=-2\eta^2$, so the bracket in \eqref{eq:qn} contributes $-2\eta^2$ at second order. Hence
\begin{equation}
\frac{d\ln I_D}{d\psi_s}=\beta\left[1-\eta-2\eta^2+O(\eta^3)\right].
\label{eq:slope}
\end{equation}
The chain rule now gives
\begin{equation}
S=\ln(10)\,\frac{dV_G/d\psi_s}{d\ln I_D/d\psi_s}
\simeq\ln(10)\frac{kT}{q}\,
\frac{1+(C_d+C_{it})/C_{ox}}{1-\eta} .
\end{equation}
This is \eqref{eq:S1}, and dropping $\eta$ gives \eqref{eq:S0}. The correction has a direct meaning: as the surface field rises, the electron layer is pressed into a thinner sheet, and its charge grows slightly more slowly than $e^{\beta\psi_s}$.

A larger drain bias can be treated simply when there are no traps. In weak inversion the balance then contains only depletion charge, so $\psi_s$ is independent of $V$ to leading order, while $Q_n(V)=Q_n(0)e^{-\beta V}$. The integral in \eqref{eq:current} becomes $Q_n(0)(1-e^{-\beta V_D})/\beta$. Its bias factor does not depend on $V_G$, so the swing is unchanged. With traps, their occupancy under separate electron and hole quasi-Fermi levels would have to be specified, and the derivation above does not cover that case.

\section{Worked example and range of validity}

The model device has $T=300$ K, $N_A=10^{17}\,\mathrm{cm^{-3}}$, $n_i=10^{10}\,\mathrm{cm^{-3}}$, relative permittivities 12 and 4 for semiconductor and oxide, an oxide thickness of 5 nm and a gap of 1.1 eV. Its uniform trap density is $10^{12}\,\mathrm{cm^{-2}\,eV^{-1}}$, donor-like below midgap and acceptor-like above. These are round model parameters.

At $\psi_s=0.6250$ V, which is $1.5\phi_B$, the capacitances are $C_{ox}=0.7083$, $C_d=0.1192$ and $C_{it}=0.1602\,\mathrm{\mu F\,cm^{-2}}$. Thus
\begin{align}
\frac{dV_G}{d\psi_s}&=1+\frac{0.1192+0.1602}{0.7083}=1.3945,\\
S_0&=59.53\times1.3945=83.0\ \mathrm{mV/decade},\\
\frac{S_0}{1-\eta}&=\frac{83.01}{1-0.02157}=84.8\ \mathrm{mV/decade}.
\end{align}
The corrected swing is 0.0848 V/decade. A numerical solution of the Poisson equation, with the trap charge summed over the gap and the electron charge summed over depth, gives 84.9 mV/decade. Equation \eqref{eq:qd} serves there only to choose the gate voltage, and \eqref{eq:cit} only to guide the Newton iteration; the swing itself comes from finite differences between converged solutions. The remaining relative difference of about 0.1\% is close to the omitted term $2\eta^2=0.09\%$.

The tests require \eqref{eq:S1} to agree with the numerical swing within 0.3\% at $\psi_s/\phi_B=1.2$, 1.5 and 1.7. Near 1.9 the numerical value is 85.2 mV/decade against 83.3 from \eqref{eq:S1}, a difference of 2.3\% relative to the formula. Here $r\simeq0.20$. Equation \eqref{eq:electroncap} then raises the semiconductor capacitance by about 19\%, which raises $dV_G/d\psi_s$ by about 2.1\%. Electron capacitance thus accounts for most of the discrepancy. Close to strong inversion, the full field from \eqref{eq:field} should be used both in $C_s$ and in the integral for $Q_n$, because the electrons then also alter the field that sets their own sheet charge.

\section{Extracting a trap density}

For a smooth trap distribution, solving \eqref{eq:S1} for $D_{it}$ gives
\begin{equation}
D_{it}=\frac{1}{q^2}\left\{C_{ox}\left[\frac{(1-\eta)S}{\ln(10)kT/q}-1\right]-C_d\right\}.
\label{eq:extract}
\end{equation}
Setting $\eta=0$ raises the inferred density by
\begin{equation}
\Delta D_{it}=\frac{C_{ox}}{q^2}\,\frac{\eta S}{\ln(10)kT/q} .
\label{eq:bias}
\end{equation}
The trap-free device has a numerical swing of 71.16 mV/decade near the same surface potential. The leading formula interprets this as a trap capacitance of
\begin{equation}
0.7083\left(\frac{71.16}{59.53}-1\right)-0.1192
\simeq0.0192\ \mathrm{\mu F\,cm^{-2}},
\end{equation}
or $1.2\times10^{11}\,\mathrm{cm^{-2}\,eV^{-1}}$. Including $\eta$ reduces the false density to about $6\times10^9$ within this classical, constant-mobility model. In a real silicon device with these parameters the neglected effects are as large as $\eta$ itself. The surface field is about $1.3\times10^5\,\mathrm{V/cm}$, which places the lowest (100) subband about $1.8\,kT$ above the band edge. In a triangular well the subband energies scale as $F^{2/3}$, so $\eta$ is multiplied by $\tfrac23\langle E\rangle/kT$, where $\langle E\rangle$ is the thermal average of the subband energy; the classical value $\langle E\rangle=\tfrac32kT$ gives a factor of one. With the silicon (100) valley masses in the depletion potential the factor is about 2. The leading formula then assigns about $2.3\times10^{11}$ to the trap-free interface, and \eqref{eq:extract} still leaves about $1.1\times10^{11}\,\mathrm{cm^{-2}\,eV^{-1}}$. A mobility falling as $F^{-1/3}$ alone would leave about $4\times10^{10}$. For densities near $10^{11}$ the classical $\eta$ therefore gives the order of the error, not a complete correction. For the device with $10^{12}\,\mathrm{cm^{-2}\,eV^{-1}}$, \eqref{eq:bias} gives an error of about $1.4\times10^{11}$, or 14\% of the true density. Errors in the measured swing are also amplified, because the extraction subtracts the ideal and depletion contributions. In this device a 2\% error in the swing changes the extracted density by about 12\% at $10^{12}\,\mathrm{cm^{-2}\,eV^{-1}}$, but by only about 3\% at $10^{13}\,\mathrm{cm^{-2}\,eV^{-1}}$.

The values of $C_d$ and $\eta$ in \eqref{eq:extract} require an estimate of $\psi_s$. Since $d\ln C_d/d\psi_s=-\beta\eta$, an error of $kT/q$ in $\psi_s$ changes $C_d$ by about 2\%. Through $C_d$ alone, this changes the extracted density by about $1.6\times10^{10}\,\mathrm{cm^{-2}\,eV^{-1}}$ in the example. The accompanying change in $\eta$ acts in the same direction and brings the total to about $2\times10^{10}\,\mathrm{cm^{-2}\,eV^{-1}}$.

The extraction also fails if the trap density varies strongly over $kT$. Consider a Gaussian peak with $N_t=5\times10^{11}\,\mathrm{cm^{-2}}$ and a standard deviation of 10 meV, centred at the Fermi level. The thermal average \eqref{eq:cit} gives $C_{it}=0.748\,\mathrm{\mu F\,cm^{-2}}$, below the bound \eqref{eq:bound} of about 0.775. The resulting swing is 135.3 mV/decade, against 135.4 from the numerical solution. Using $q^2D_{it}(E_F)$ instead gives $3.20\,\mathrm{\mu F\,cm^{-2}}$, which violates the bound, and a swing of 346 mV/decade.

An implementation should therefore evaluate \eqref{eq:cit} by quadrature whenever the trap spectrum has structure on the scale of $kT$. In the reverse direction, a single swing determines only the thermally averaged density, and cannot by itself resolve such a peak. The numerical output gives the remaining comparisons.

\section*{Numbers as computed}
\begin{verbatim}
temperature = 300 K, kT/q = 25.852 mV
acceptor density = 1.0e+17 cm^-3
intrinsic density = 1.0e+10 cm^-3
relative permittivities: semiconductor 12, oxide 4
oxide thickness = 5.0 nm, gap = 1.10 eV
uniform D_it = 1.0e+12 cm^-2 eV^-1
phi_B = 0.4167 V
ideal swing ln(10)kT/q = 59.53 mV/decade
Reference point:
  V_G from offset = 0.8738 V, psi_s = 0.6250 V
  C_ox = 0.7083 uF/cm^2
  C_d formula = 0.1192 uF/cm^2
  C_d numerical = 0.1192 uF/cm^2
  C_it = 0.1602 uF/cm^2
  dV_G/dpsi_s: formula 1.3945, numerical 1.3945
  electron sheet density: formula 6.081e+06, numerical 6.222e+06 cm^-2
  eta = 0.02157
Swing in mV/decade against surface potential:
  psi_s/phi_B  leading S0  S0/(1-eta)  numerical
  1.200        84.25       86.61       86.77
  1.500        83.01       84.84       84.93
  1.700        82.38       83.97       84.11
  1.899        81.85       83.26       85.16
Swing in mV/decade against D_it, psi_s near 1.5 phi_B:
  D_it (cm^-2 eV^-1)  leading S0  S0/(1-eta)  numerical
  0.0e+00             69.54       71.08       71.16
  1.0e+12             83.01       84.84       84.93
  4.0e+12             123.40       126.12       126.26
D_it inferred from the trap-free device:
  with leading formula = 1.20e+11 cm^-2 eV^-1
  with eta included = 5.8e+09 cm^-2 eV^-1
Narrow trap peak at the Fermi level:
  total = 5.0e+11 cm^-2, standard deviation = 10 meV, centre = 0.2083 eV above midgap
  C_it: thermal average 0.7477, q^2 D_it(E_F) 3.1959 uF/cm^2
  swing with thermal average = 135.29 mV/decade
  swing with q^2 D_it(E_F) = 345.57 mV/decade
  numerical swing = 135.44 mV/decade
\end{verbatim}
